# Density exponents of mobility for in-plane and background charges

A two-dimensional electron gas at an interface is scattered by charged impurities. Its density $n$ is changed, for example by a gate, while the impurities stay as they are. The density dependence of the mobility $\mu$ is described by the local exponent

$$\alpha=\frac{d\ln\mu}{d\ln n}.$$

The electrons occupy one subband of an ideally thin layer at $z=0$, with parabolic mass $m$, two spin directions and $g$ equivalent valleys. The temperature is zero. The permittivity $\varepsilon$ is the same on both sides, and any metal gate is far enough away for its screening to be neglected, so there are no image charges. The impurities carry charge $\pm e$ at uncorrelated random positions. They lie either in the plane, with $N_2$ per area, or uniformly in the volume on both sides, with $N_3$ per volume. Scattering is elastic, stays within a valley and is treated in the Born approximation. The task is to find $\alpha$ for both kinds of charge, from strong to weak screening.

## (a) How does the gas screen a charge?

**Question.** Find the Fourier component $V(q,z)$ of the screened potential energy in the plane, for a charge at height $z$ and for the wavevectors that scattering can transfer.

**Solution.** Filling a circle in $k$-space with $2g$ electrons per state gives $n=2g\,\pi k_F^2/(2\pi)^2$, so

$$k_F=\sqrt{2\pi n/g}.$$

Elastic scattering through an angle $\theta$ joins two points of this circle. The transfer is $q=2k_F\sin(\theta/2)$, and never exceeds $2k_F$.

A weak static potential energy $V$ of wavevector $q$ mixes $k+q$ into state $k$ with amplitude $V/(E_k-E_{k+q})$. The density responds through this amplitude and the one for $k-q$. Both contribute equally after summation, because $k\to-k$ turns one into the other. Thus $\delta n=-\Pi V$ with

$$\Pi=4g\,\mathrm P\!\!\int\!\frac{d^2k}{(2\pi)^2}\frac{f_k}{E_{k+q}-E_k},\qquad E_{k+q}-E_k=\frac{\hbar^2q}{m}\Big(k_x+\frac q2\Big),$$

where $x$ points along $q$ and P denotes the principal value. The $k_y$ integral gives $2\sqrt{k_F^2-k_x^2}$. With $k_x=k_Fu$ and $a=q/2k_F$,

$$\Pi=\frac{2gmk_F}{\pi^2\hbar^2q}\,J,\qquad J=\mathrm P\!\!\int_{-1}^{1}\frac{\sqrt{1-u^2}}{u+a}\,du .$$

To find $J$ for $a<1$, write $1-u^2=(1-a^2)-(u+a)(u-a)$:

$$J=(1-a^2)\,\mathrm P\!\!\int_{-1}^1\frac{du}{(u+a)\sqrt{1-u^2}}-\int_{-1}^1\frac{u-a}{\sqrt{1-u^2}}\,du .$$

The second integral is $-\pi a$. In the first, $u=\cos\varphi$ and $\tan(\varphi/2)=v\sqrt{(1+a)/(1-a)}$ give a constant times $\mathrm P\int_0^\infty dv/(1-v^2)$. This vanishes, since $v\to1/v$ maps the part above 1 onto minus the part below 1. So $J=\pi a$ and

$$\Pi=\frac{gm}{\pi\hbar^2}\qquad(q\le2k_F).$$

This is the density of states, independent of both $q$ and $n$.

For a charge at height $z$, Poisson's equation $(\partial_{z'}^2-q^2)\phi=-\rho/\varepsilon$ gives a potential energy of magnitude $e^2e^{-q|z|}/(2\varepsilon q)$ in the plane. The induced electrons add $(e^2/2\varepsilon q)\,\delta n=-(e^2/2\varepsilon q)\Pi V$. Solving for $V$ yields

$$V(q,z)=\frac{e^2e^{-q|z|}}{2\varepsilon(q+q_{TF})},\qquad q_{TF}=\frac{e^2\Pi}{2\varepsilon}=\frac{gme^2}{2\pi\varepsilon\hbar^2}.$$

The sign of the charge is dropped, as the rate contains $V^2$. This is the random-phase approximation (RPA): electrons respond to the average electrostatic potential, without exchange and correlation. The strength of screening is measured by

$$s=\frac{q_{TF}}{2k_F}\propto n^{-1/2}.$$

Screening is strong at low density. The wavevector $q_{TF}$ stays fixed, while the transfers it competes with shrink.

## (b) What scattering rate sets the mobility?

**Question.** Solve the linear Boltzmann equation and express $\mu$ through $V$.

**Solution.** For uncorrelated charges the interference terms average to zero at $q\ne0$, so squared potentials add. Let $W(q)$ be their sum per unit area. The golden rule gives the rate $P_{kk'}=(2\pi/\hbar)(W/A)\,\delta(E_k-E_{k'})$ in a sample of area $A$.

A field $F$ along $x$ exerts the force $-eF$. With velocity $v$ and angle $\varphi$ to the $x$ axis, the steady state obeys

$$-eFv\cos\varphi\,\frac{\partial f_0}{\partial E}=-\sum_{k'}P_{kk'}(\delta f_k-\delta f_{k'}).$$

Try $\delta f=C\cos\varphi$, where $C$ depends on energy. The final angle is $\varphi+\theta$, and $\cos(\varphi+\theta)=\cos\varphi\cos\theta-\sin\varphi\sin\theta$. The sine term cancels because $W$ is even in $\theta$. The right side becomes $-\delta f/\tau$, with

$$\frac1\tau=\frac{2\pi}{\hbar}\int\!\frac{d^2k'}{(2\pi)^2}W(1-\cos\theta)\,\delta(E-E')
=\frac{m}{\pi\hbar^3}\int_0^\pi\! d\theta\,(1-\cos\theta)W(q).$$

The second form uses $k'dk'=m\,dE'/\hbar^2$ and folds $0\ldots2\pi$ onto $0\ldots\pi$. Hence $\delta f=eFv\tau\cos\varphi\,\partial f_0/\partial E$.

The current density is the sum of $-ev\cos\varphi\,\delta f$. At zero temperature $-\partial f_0/\partial E=\delta(E-E_F)$, and the angular average of $\cos^2\varphi$ is $1/2$:

$$j=e^2F\tau\,\frac{v_F^2}{2}\,\frac{gm}{\pi\hbar^2}=\frac{ne^2\tau}{m}F,$$

since $v_F^2/2=E_F/m$ and $n=gmE_F/(\pi\hbar^2)$. Therefore $\mu=e\tau/m$.

## (c) Where do the two kinds of charge differ?

**Question.** Reduce both rates to dimensionless integrals that depend on $s$.

**Solution.** In the plane, $W_2=N_2V(q,0)^2$. In the volume, the charges at all heights are summed:

$$W_3=N_3V(q,0)^2\int_{-\infty}^{\infty}e^{-2q|z|}dz=\frac{N_3V(q,0)^2}{q}.$$

A component $q$ reaches the electrons from charges within a distance of about $1/2q$. Gentle scattering is therefore fed by a thicker layer of charges, and this factor $1/q$ is the whole difference between the cases.

Set $x=\sin(\theta/2)=q/2k_F$. Then $1-\cos\theta=2x^2$, $d\theta=2dx/\sqrt{1-x^2}$ and $q+q_{TF}=2k_F(x+s)$. From (a), $e^2/2\varepsilon=\pi\hbar^2q_{TF}/(gm)$. For in-plane charges,

$$\frac1{\tau_2}=\frac{m}{\pi\hbar^3}\,N_2\Big(\frac{\pi\hbar^2q_{TF}}{gm}\Big)^2\frac{4I_2}{4k_F^2}
=\frac{4\pi\hbar N_2}{g^2m}\,s^2I_2(s),$$

where $q_{TF}^2/k_F^2=4s^2$ was used. For background charges there is an extra factor $1/q=1/(2k_Fx)=s/(q_{TF}x)$:

$$\frac1{\tau_3}=\frac{4\pi\hbar N_3}{g^2m\,q_{TF}}\,s^3I_3(s).$$

The integrals are

$$I_2=\int_0^1\!\frac{x^2\,dx}{(x+s)^2\sqrt{1-x^2}},\qquad I_3=\int_0^1\!\frac{x\,dx}{(x+s)^2\sqrt{1-x^2}} .$$

## (d) What are the exponents, and how far can they range?

**Question.** Express $\alpha_2$ and $\alpha_3$ as averages, and bound them.

**Solution.** The prefactors of the rates don't depend on $n$, and $d\ln n=-2\,d\ln s$. Since $\mu_2\propto1/(s^2I_2)$,

$$\alpha_2=\frac12\frac{d\ln(s^2I_2)}{d\ln s}=1+\frac{s}{2I_2}\frac{dI_2}{ds}.$$

Differentiating $(x+s)^{-2}$ gives $-2(x+s)^{-3}$. Let $\langle\cdot\rangle_2$ be the average with the positive integrand of $I_2$ as weight. Then

$$\alpha_2=1-\Big\langle\frac{s}{x+s}\Big\rangle_2=\Big\langle\frac{x}{x+s}\Big\rangle_2 .$$

For the background, $s^3$ replaces $s^2$, and with the integrand of $I_3$ as weight

$$\alpha_3=\frac32-\Big\langle\frac{s}{x+s}\Big\rangle_3=\frac12+\Big\langle\frac{x}{x+s}\Big\rangle_3 .$$

For $s>0$ the averaged quantity lies between 0 and 1, so within this model

$$0<\alpha_2<1,\qquad \frac12<\alpha_3<\frac32 .$$

The case $s=1$ can be done by hand. Put $x=\sin t$ and define $J_p=\int_0^{\pi/2}dt/(1+\sin t)^p$. Replacing $t$ by $\pi/2-t$ and setting $w=\tan(t/2)$ gives $J_p=2^{1-p}\int_0^1(1+w^2)^{p-1}dw$. So $J_1=1$, $J_2=2/3$ and $J_3=7/15$. Then $I_3=J_1-J_2=1/3$, while the numerator of the average is $J_1-2J_2+J_3=2/15$. Hence $\alpha_3=1/2+2/5=0.9$, in agreement with the numerical value $0.90000$.

## (e) What happens at strong screening?

**Question.** Find the limits for $s\to\infty$ with their first corrections.

**Solution.** Now $x+s\approx s$ throughout. With $x=\sin t$ the needed integrals over $0\ldots\pi/2$ are $\int\sin t\,dt=1$, $\int\sin^2t\,dt=\pi/4$ and $\int\sin^3t\,dt=2/3$. Therefore

$$\alpha_2\approx\frac1s\,\frac{2/3}{\pi/4}=\frac{8}{3\pi s},\qquad
\alpha_3\approx\frac12+\frac{\pi}{4s}.$$

The limiting exponents are 0 and $1/2$. The mobilities follow from $s^2I_2\to\pi/4$ and $s^2I_3\to1$:

$$\mu_2\to\frac{eg^2}{\pi^2\hbar N_2},\qquad \mu_3\to\frac{eg^2k_F}{2\pi\hbar N_3}.$$

A strongly screened in-plane charge acts as a contact scatterer with $V=\pi\hbar^2/(gm)$. Its strength depends on neither $\varepsilon$ nor $n$, and the density of final states in two dimensions is constant, so in the Born approximation nothing is left to vary with density. For the background, the layer of effective charges has a thickness of order $1/k_F$. It gets thinner as $n$ rises, which gives $\mu_3\propto n^{1/2}$.

This limit strains the model. With $a_B=4\pi\varepsilon\hbar^2/(me^2)$ and $r_s=1/(a_B\sqrt{\pi n})$, one has $q_{TF}=2g/a_B$ and $s=g^{3/2}r_s/\sqrt2$. For $g=1$, strong screening therefore means large $r_s$, where the RPA is not controlled. The Born parameter, $V(0,0)$ times the density of states $m/(2\pi\hbar^2)$ per spin and valley, is $1/(2g)$, which is not small for one valley.

## (f) What happens at weak screening?

**Question.** Find the limits for $s\to0$. May screening be left out from the start?

**Solution.** For in-plane charges it may, at leading order: at $s=0$ the factors $x^2$ cancel and $I_2=\int_0^1dx/\sqrt{1-x^2}=\pi/2$. Then $\mu_2\propto s^{-2}\propto n$, so $\alpha_2\to1$.

For background charges it may not. At $s=0$, $I_3$ becomes $\int dx/(x\sqrt{1-x^2})$, which diverges logarithmically at small angles. The squared bare potential and the sum over heights give $W_3\propto q^{-3}$, and the transport factor $1-\cos\theta\propto q^2$ removes two of these three powers. Screening has to be kept, however weak it is.

Split $1/\sqrt{1-x^2}=1+(1/\sqrt{1-x^2}-1)$. The first part gives

$$\int_0^1\frac{x\,dx}{(x+s)^2}=\ln\frac{1+s}{s}+\frac{s}{1+s}-1\;\to\;\ln\frac1s-1 .$$

In the second part $s$ may be set to zero. Since $\int_c^1dx/(x\sqrt{1-x^2})=\ln[(1+\sqrt{1-c^2})/c]$, subtracting $\ln(1/c)$ and letting $c\to0$ leaves $\ln2$. So

$$I_3\approx\ln\frac2s-1 .$$

The exponent also needs $s\int x\,dx/[(x+s)^3\sqrt{1-x^2}]$. This comes from $x\sim s$, where the root is 1. With $x=sy$ it tends to

$$\int_0^\infty\frac{y\,dy}{(1+y)^3}=\int_0^\infty\Big[\frac1{(1+y)^2}-\frac1{(1+y)^3}\Big]dy=1-\frac12=\frac12 .$$

Hence

$$\alpha_3\approx\frac32-\frac{1}{2[\ln(2/s)-1]} .$$

The limit is $3/2$, but the mobility follows $n^{3/2}$ divided by a logarithm of the density, not a pure power.

The in-plane correction is much smaller. The same splitting, now with

$$\int_0^1\frac{x^2dx}{(x+s)^3}\to\ln\frac1s-\frac32,$$

and division by $I_2=\pi/2$ give

$$\alpha_2\approx1-\frac{2s}{\pi}\Big(\ln\frac2s-\frac32\Big).$$

At $s=10^{-4}$, $\alpha_2=0.9995$ while $\alpha_3=1.444$. Even at $s=10^{-8}$, $\alpha_3$ is still $1.472$.

## (g) How thick must a uniform background be?

**Question.** Let the background fill $|z|<D$. When do the results for $\alpha_3$ survive?

**Solution.** The sum over heights becomes

$$\int_{-D}^{D}e^{-2q|z|}dz=\frac{1-e^{-2qD}}{q}.$$

If $2k_FD\ll1$, this is $2D$ for all transfers, and the slab acts as an in-plane layer with $N_2=2DN_3$. Lowering the density of a gas in a finite slab thus leads in the end to $\alpha=0$, not $1/2$. The value $1/2$ needs $q_{TF}\gg2k_F$ together with $k_FD\gg1$. At weak screening, transfers from about $q_{TF}$ up to $2k_F$ share the logarithm, and the formula for $\alpha_3$ is safe when $q_{TF}D\gg1$. If instead $q_{TF}D\ll1$ while $k_FD\gg1$, the thickness of the slab cuts off the logarithm before screening does.

## (h) What do the numbers look like?

**Question.** Take round parameters: $m=0.1$ electron masses, relative permittivity 10, $g=1$, $N_2=10^{10}\ \mathrm{cm^{-2}}$ and $N_3=10^{16}\ \mathrm{cm^{-3}}$. Evaluate the exponents and mobilities for each kind of charge acting alone, and judge whether the limits are reached.

**Solution.** The effective Bohr radius is $a_B=5.292$ nm, so $q_{TF}=2/a_B=0.378\ \mathrm{nm^{-1}}$. At $n=10^{12}\ \mathrm{cm^{-2}}=0.01\ \mathrm{nm^{-2}}$,

$$k_F=\sqrt{2\pi\times0.01}\ \mathrm{nm^{-1}}=0.251\ \mathrm{nm^{-1}},\qquad s=\frac{0.378}{2\times0.251}\approx0.75 .$$

The results, with mobilities in $\mathrm{cm^2/(V\,s)}$, are:

| $n$ ($\mathrm{cm^{-2}}$) | $s$ | $\mu_2$ | $\alpha_2$ | $\mu_3$ | $\alpha_3$ |
|---|---|---|---|---|---|
| $10^{11}$ | 2.38 | $2.8\times10^4$ | 0.26 | $3.3\times10^4$ | 0.73 |
| $10^{12}$ | 0.75 | $6.6\times10^4$ | 0.50 | $2.3\times10^5$ | 0.96 |
| $10^{13}$ | 0.24 | $2.8\times10^5$ | 0.74 | $2.7\times10^6$ | 1.16 |

Two decades of density lie between the limits without reaching either. The mean exponents over this range are 0.50 and 0.95. At $10^{11}\ \mathrm{cm^{-2}}$ the in-plane mobility is still $28037/15393\approx1.8$ times its strong-screening limit.

A slope near 1 doesn't identify the charges. Background charges give it at moderate screening, with $\alpha_3$ passing through 1 between $10^{12}$ and $10^{13}\ \mathrm{cm^{-2}}$, and in-plane charges approach it at weak screening. The value of $s$ must be known as well, and even then the answer is not unique: a layer of charges at some distance from the plane can give the same slope.

The upper background limit is out of reach here. For $\alpha_3=1.4$ the asymptotic law requires $\ln(2/s)-1=5$, so $s=2e^{-6}\approx0.005$. The full integrals give the same $s$ and a density of $2.3\times10^{16}\ \mathrm{cm^{-2}}$, or 230 electrons per square nanometre. No thin one-subband layer with an effective mass describes such a gas.

Thickness matters little at $10^{12}\ \mathrm{cm^{-2}}$: charges within 10 nm of the plane already supply 97.4% of the full background rate, and those within 100 nm supply 99.96%.

The two ends of the table deserve different caution. At $10^{11}\ \mathrm{cm^{-2}}$, $r_s=3.4$, so RPA corrections may be sizeable. The Born parameter of (e), 0.5 for $g=1$, is the $q=0$ value and is the same at every density; at transfer $q$ it is reduced by the factor $s/(x+s)$, so at backscattering ($x=1$) it is still 0.35 here, against 0.10 at $10^{13}\ \mathrm{cm^{-2}}$. Born corrections can therefore be large, in the mobility and in the exponent, and they differ for attractive and repulsive charges. They remain considerable at $10^{12}\ \mathrm{cm^{-2}}$, so the table illustrates the Born formulas and is no prediction for a real sample. With the transport time $\tau$, $E_F\tau/\hbar$ is only 5.8 in the plane and 6.9 for the background, whereas the Boltzmann equation needs it to be large. The background value is no sign of greater safety: $\tau$ gives little weight to small angles, and without the factor $1-\cos\theta$ the scattering rate of an unlimited background diverges logarithmically there, since $W_3\propto1/q$. At $10^{13}\ \mathrm{cm^{-2}}$ $E_F\tau/\hbar$ is large and Born corrections are smaller, though not negligible. But $1/k_F$ is about 1.3 nm, and for in-plane charges a real layer is thin enough only if its width is well below that. A wider layer weakens the large transfers, and if its width is fixed this can raise $\alpha_2$ above the bound of 1 found in (d). At a gated interface the layer narrows as $n$ rises, which offsets much of that rise. At this high density the background exponent also rises with the width, but by less than $\alpha_2$ does; this ordering need not hold at low density. The large background mobility there also leaves out interface roughness, phonons at finite temperature and all other scattering.

The exponent formulas agree with finite differences of directly integrated mobilities to within $10^{-7}$, as the numerical output shows. This confirms the algebra within the model, not the model's validity at low density.

## Numbers as computed

```
mass = 0.10 electron masses
relative permittivity = 10.0, valley factor = 1
in-plane charge density = 1.00e+10 cm^-2
background charge density = 1.00e+16 cm^-3
effective Bohr radius = 5.292 nm
screening wavevector q_TF = 0.3779 nm^-1
Born parameter at q = 0 = 0.500 (dimensionless)
in-plane strong-screening mobility = 15393 cm^2/(V s)
density n = 1.0e+11 cm^-2: k_F = 0.0793 nm^-1, s = 2.3840, r_s = 3.372
  plane: mobility = 28037 cm^2/(V s), exponent = 0.2550, E_F tau/hbar = 5.8
  bulk: mobility = 33308 cm^2/(V s), exponent = 0.7342, E_F tau/hbar = 6.9
density n = 1.0e+12 cm^-2: k_F = 0.2507 nm^-1, s = 0.7539, r_s = 1.066
  plane: mobility = 66437 cm^2/(V s), exponent = 0.5036, E_F tau/hbar = 137.4
  bulk: mobility = 231716 cm^2/(V s), exponent = 0.9581, E_F tau/hbar = 479.2
density n = 1.0e+13 cm^-2: k_F = 0.7927 nm^-1, s = 0.2384, r_s = 0.337
  plane: mobility = 281672 cm^2/(V s), exponent = 0.7385, E_F tau/hbar = 5824.5
  bulk: mobility = 2706599 cm^2/(V s), exponent = 1.1649, E_F tau/hbar = 55968.0
plane: mean exponent over the density range = 0.5010
bulk: mean exponent over the density range = 0.9549
exponents against s (dimensionless):
  s = 1e+02: plane 0.00841, bulk 0.50778
  s = 1e+01: plane 0.07751, bulk 0.57157
  s = 1e+00: plane 0.43851, bulk 0.90000
  s = 1e-01: plane 0.85435, bulk 1.26618
  s = 1e-02: plane 0.97424, bulk 1.38383
  s = 1e-04: plane 0.99946, bulk 1.44384
  s = 1e-08: plane 1.00000, bulk 1.47240
bulk exponent 1.4 needs s = 0.00497, n = 2.30e+16 cm^-2
rate fraction from |z| < 10 nm at n = 1e+12 cm^-2 = 0.97427
rate fraction from |z| < 100 nm at n = 1e+12 cm^-2 = 0.99964
rate fraction from |z| < 1000 nm at n = 1e+12 cm^-2 = 1.00000
largest exponent difference, formula vs finite difference = 8.4e-08
```
